# Electron density and electron count in the projector augmented-wave method, part 1

(Sections cited here and not found follow in the second part.)

## The electron density and the electron count in the projector augmented-wave method

In the projector augmented-wave (PAW) method each valence orbital \(\psi_n\) is represented by a smooth pseudo orbital \(\tilde\psi_n\). Let atom \(a\) carry an augmentation sphere \(\Omega_a\), all-electron partial waves \(\phi^a_i\), pseudo partial waves \(\tilde\phi^a_i\) and projectors \(p^a_i\), and let \(f_n\) be the occupations. With the occupancy matrix

\[ \rho^a_{ij}=\sum_n f_n\,\langle\tilde\psi_n|p^a_i\rangle\langle p^a_j|\tilde\psi_n\rangle \tag{1} \]

and the three densities

\[ \tilde n=\sum_n f_n|\tilde\psi_n|^2,\qquad n^1_a=\sum_{ij}\rho^a_{ij}\,\phi^{a*}_i\phi^a_j,\qquad \tilde n^1_a=\sum_{ij}\rho^a_{ij}\,\tilde\phi^{a*}_i\tilde\phi^a_j , \tag{2} \]

the valence density \(n=\sum_n f_n|\psi_n|^2\) and the electron number \(N=\int n\,d^3r\) are

\[ n=\tilde n+\sum_a\left(n^1_a-\tilde n^1_a\right)+R , \tag{3} \]

\[ N=\int\tilde n\,d^3r+\sum_a\sum_{ij}\rho^a_{ij}\,q^a_{ij}+\int R\,d^3r , \tag{4} \]

\[ q^a_{ij}=\int_{\Omega_a}\left(\phi^{a*}_i\phi^a_j-\tilde\phi^{a*}_i\tilde\phi^a_j\right)d^3r . \tag{5} \]

The remainder \(R\), given in closed form in Eq. (16), vanishes when (a) no two spheres overlap and (b) every pseudo orbital is, inside every sphere, a linear combination of the pseudo partial waves of that sphere. Under these two conditions \(n=\tilde n+n^1-\tilde n^1\) and \(N=\int\tilde n+\sum\rho_{ij}q_{ij}\), where \(n^1\) and \(\tilde n^1\) stand for the sums over atoms. With a finite set of partial waves condition (b) generally holds only approximately, and the three-term density is then an approximation whose error is \(R\).

### Conventions and the transformation

The algebra is in Hartree atomic units. The density is that of a set of orbitals with weights \(f_n\ge0\), as in Kohn–Sham or Hartree–Fock theory or in an ensemble of one-electron states; spin and k-point labels and weights are absorbed in \(n\) and \(f_n\). Only valence electrons are treated, and a frozen core density is added to Eq. (3) as a fixed function. The symbol \(\tilde n\) means the first expression in Eq. (2) and contains no compensation charge. Brackets denote \(\langle u|v\rangle=\int u^*v\,d^3r\).

Three properties define the atomic functions. The pseudo partial wave differs from its all-electron partner only inside the sphere, the projector vanishes outside the sphere, and projectors and pseudo partial waves of one atom are dual:

\[ \chi^a_i\equiv\phi^a_i-\tilde\phi^a_i=0\ \text{ and }\ p^a_i=0\ \text{ outside }\Omega_a,\qquad \langle p^a_i|\tilde\phi^a_j\rangle=\delta_{ij}. \tag{6} \]

The all-electron orbital is obtained from the pseudo orbital by the linear map

\[ \psi_n=T\tilde\psi_n,\qquad T=1+\sum_a\sum_i|\chi^a_i\rangle\langle p^a_i| . \tag{7} \]

Define the projections and the two one-centre expansions built from them,

\[ c^a_{in}=\langle p^a_i|\tilde\psi_n\rangle,\qquad \psi^{1}_{an}=\sum_i c^a_{in}\,\phi^a_i,\qquad \tilde\psi^{1}_{an}=\sum_i c^a_{in}\,\tilde\phi^a_i . \tag{8} \]

Both expansions carry the same coefficients. Inserting Eq. (8) in Eq. (7) gives

\[ \psi_n=\tilde\psi_n+\sum_a\Delta_{an},\qquad \Delta_{an}=\sum_i c^a_{in}\chi^a_i=\psi^1_{an}-\tilde\psi^1_{an}, \tag{9} \]

and by Eq. (6) \(\Delta_{an}\) vanishes outside \(\Omega_a\).

The part of the pseudo orbital that the expansion misses is

\[ e_{an}=\tilde\psi_n-\tilde\psi^1_{an}. \tag{10} \]

Duality connects \(e_{an}\) with condition (b). Suppose \(\tilde\psi_n=\sum_j b_j\tilde\phi^a_j\) inside \(\Omega_a\) with some coefficients \(b_j\). The projector sees only the inside of the sphere, so \(c^a_{in}=\sum_jb_j\langle p^a_i|\tilde\phi^a_j\rangle=b_i\). The projections return the expansion coefficients, and \(e_{an}=0\) throughout \(\Omega_a\). Conversely \(e_{an}=0\) in \(\Omega_a\) says that \(\tilde\psi_n\) is a combination of the \(\tilde\phi^a_i\) there. Condition (b) is therefore the statement \(e_{an}=0\) in \(\Omega_a\). In the general case duality makes the error orthogonal to the projectors:

\[ \langle p^a_i|e_{an}\rangle=c^a_{in}-\sum_j c^a_{jn}\,\delta_{ij}=0 . \tag{11} \]

### The density of one orbital

The index \(n\) is dropped for the moment. The squared modulus of Eq. (9) contains the square of \(\tilde\psi\), the products of \(\tilde\psi\) with each \(\Delta_a\), and the products of the \(\Delta\) among themselves, which separate into same-atom and different-atom terms. With \(u^*v+v^*u=2\,\mathrm{Re}\,u^*v\),

\[ |\psi|^2=|\tilde\psi|^2+\sum_a\left(2\,\mathrm{Re}\,\Delta_a^*\tilde\psi+|\Delta_a|^2\right)+\sum_{a\ne b}\Delta_a^*\Delta_b . \tag{12} \]

The last sum runs over ordered pairs, so each pair of atoms contributes \(2\,\mathrm{Re}\,\Delta_a^*\Delta_b\), which is real. The second part of Eq. (9) reads \(\psi^1_a=\tilde\psi^1_a+\Delta_a\), and its squared modulus gives

\[ |\psi^1_a|^2-|\tilde\psi^1_a|^2=2\,\mathrm{Re}\,\Delta_a^*\tilde\psi^1_a+|\Delta_a|^2 . \tag{13} \]

The bracket in Eq. (12) and the right side of Eq. (13) differ only in that one contains \(\tilde\psi\) and the other \(\tilde\psi^1_a\). Writing \(\tilde\psi=\tilde\psi^1_a+e_a\) in the bracket, separately for each \(a\), and using Eq. (13),

\[ |\psi|^2=|\tilde\psi|^2+\sum_a\left(|\psi^1_a|^2-|\tilde\psi^1_a|^2\right)+\sum_a2\,\mathrm{Re}\,\Delta_a^*e_a+\sum_{a\ne b}\Delta_a^*\Delta_b . \tag{14} \]

No approximation has entered, and Eq. (14) holds at every point in space.

### The sum over orbitals

Equation (14) is multiplied by \(f_n\) and summed. The left side becomes \(n\) and the first term \(\tilde n\). In the one-centre terms the orbital enters only through the coefficients, so the sum over \(n\) can be done before the partial waves are touched:

\[ \sum_nf_n|\psi^1_{an}|^2=\sum_nf_n\Big(\sum_ic^a_{in}\phi^a_i\Big)^{*}\sum_jc^a_{jn}\phi^a_j=\sum_{ij}\Big(\sum_nf_n\,c^{a*}_{in}c^a_{jn}\Big)\phi^{a*}_i\phi^a_j . \tag{15} \]

Since \(c^{a*}_{in}=\langle\tilde\psi_n|p^a_i\rangle\) and \(c^a_{jn}=\langle p^a_j|\tilde\psi_n\rangle\), the bracket is \(\rho^a_{ij}\) of Eq. (1) and the expression is \(n^1_a\). The same steps with \(\tilde\phi\) in place of \(\phi\) give \(\tilde n^1_a\) with the same matrix. This proves Eq. (3) with

\[ R=\sum_nf_n\Big[\sum_a2\,\mathrm{Re}\,\Delta^*_{an}\,e_{an}+\sum_{a\ne b}\Delta^*_{an}\Delta_{bn}\Big]. \tag{16} \]

The first term vanishes under condition (b), because \(\Delta_{an}=0\) outside \(\Omega_a\) and \(e_{an}=0\) inside. The second vanishes under condition (a), because at any point at most one \(\Delta_{an}\) is nonzero. Every term contains a factor \(\Delta\), so \(R=0\) outside all spheres whether or not the conditions hold.

The meaning of Eq. (3) is read off region by region. Outside all spheres \(\phi^a_i=\tilde\phi^a_i\) makes \(n^1_a=\tilde n^1_a\) for every atom, and \(n=\tilde n\). Inside \(\Omega_a\), for disjoint spheres, the terms of all other atoms cancel in the same way. If (b) holds, \(\tilde\psi_n=\tilde\psi^1_{an}\) gives \(\tilde n=\tilde n^1_a\), and \(n=n^1_a\) is left. The term \(-\tilde n^1_a\) removes the smooth density from the sphere and \(n^1_a\) puts the true one in its place. Under condition (b) the smooth \(\tilde n\) can be held on a coarse grid or in plane waves, while the cusp and the nodes near the nucleus appear only in products of fixed atomic functions, weighted by a small matrix. Because only the difference \(n^1_a-\tilde n^1_a\) enters, the partial waves are never needed beyond the sphere radius.

### When the conditions fail

For disjoint spheres Eq. (9) reduces inside \(\Omega_a\) to \(\psi_n=\tilde\psi_n+\psi^1_{an}-\tilde\psi^1_{an}\), that is

\[ e_{an}=\tilde\psi_n-\tilde\psi^1_{an}=\psi_n-\psi^1_{an}\quad\text{in }\Omega_a . \tag{17} \]

The smooth and the all-electron expansions miss the same function. The part of an orbital that the partial waves cannot represent passes through \(T\) unchanged. Squaring \(\psi=\psi^1+e\) and \(\tilde\psi=\tilde\psi^1+e\) gives, inside the sphere,

\[ n-n^1_a=\sum_nf_n\left(2\,\mathrm{Re}\,\psi^{1*}_{an}e_{an}+|e_{an}|^2\right),\qquad \tilde n-\tilde n^1_a=\sum_nf_n\left(2\,\mathrm{Re}\,\tilde\psi^{1*}_{an}e_{an}+|e_{an}|^2\right), \tag{18} \]

and the difference of the two is again \(R\). In \(n^1_a\) taken alone the error \(e\) is multiplied by the whole of \(\psi^1\). In the three-term density it is multiplied by \(\Delta=\psi^1-\tilde\psi^1\), which goes to zero at the sphere surface, and the term \(|e|^2\) cancels. The Cauchy–Schwarz inequality applied to each term of Eq. (16) bounds the error for disjoint spheres:

\[ \Big|\int R\,d^3r\Big|\le\int|R|\,d^3r\le2\sum_a\sum_nf_n\,\|\Delta_{an}\|\,\|e_{an}\|_{\Omega_a}, \tag{19} \]

where the last norm is taken over the sphere. The remainder is of first order in the expansion error. It also vanishes in the limit of no pseudization, \(\tilde\phi_i=\phi_i\), where \(T=1\), \(q=0\) and \(n=\tilde n\).

If two spheres of radius \(r_c\) overlap in a thin lens of thickness \(t\ll r_c\), the second term of Eq. (16) lives in the lens. Suppose \(\tilde\phi\) matches \(\phi\) in value and \(k\) derivatives at \(r_c\). Then \(\chi\) starts as \((r_c-r)^{k+1}\), and every point of the lens is within \(t\) of both surfaces, so \(|\Delta_a^*\Delta_b|\) is at most of order \(t^{2k+2}\). The lens consists of two caps of height \(t/2\), each of volume \(\pi r_c(t/2)^2\) to leading order. The integrated overlap term is therefore at most of order \(t^{2k+4}\) as \(t\to0\). This is a bound on the rate; the prefactor depends on the partial waves.

### Properties of the occupancy matrix

The atom index is dropped here. From \(\rho_{ij}=\sum_nf_nc^*_{in}c_{jn}\) with real \(f_n\), complex conjugation exchanges the indices, \(\rho_{ij}^*=\rho_{ji}\), so \(\rho\) is Hermitian. For any vector \(v\),

\[ \sum_{ij}v_i^*\rho_{ij}v_j=\sum_nf_n\Big|\sum_jc_{jn}v_j\Big|^2\ge0 , \tag{20} \]

so \(\rho\) is positive semidefinite. The choice \(v_j=\phi_j(\mathbf r)\) shows \(n^1\ge0\), and likewise \(\tilde n^1\ge0\). When \(R\ne0\) the combination \(\tilde n+n^1-\tilde n^1=n-R\) has no such guarantee.

If orbitals of equal occupation \(f\) are mixed by a unitary matrix, \(\tilde\psi'_m=\sum_n\tilde\psi_nU_{nm}\), then \(c'_{im}=\sum_nc_{in}U_{nm}\) and

\[ f\sum_mc'^*_{im}c'_{jm}=f\sum_{nn'}c^*_{in}c_{jn'}\sum_mU^*_{nm}U_{n'm}=f\sum_nc^*_{in}c_{jn}, \tag{21} \]

because \(\sum_mU_{n'm}U^*_{nm}=\delta_{n'n}\). The matrix depends on the occupied subspace and not on the basis chosen in it. For unequal occupations \(f\) cannot be taken out of the sum and the argument fails.

The order of the indices in Eq. (2) is fixed by Eq. (15): the index \(i\) of the bra \(\langle\tilde\psi_n|p_i\rangle\) goes with the conjugated wave \(\phi_i^*\). For complex partial waves, using \(\rho_{ji}\) in place of \(\rho_{ij}\) can change the density. Since \(\rho_{ij}-\rho_{ji}=\rho_{ij}-\rho^*_{ij}=2\mathrm{i}\,\mathrm{Im}\,\rho_{ij}\), and \(\mathrm{Im}\,\rho\) is antisymmetric while \(\mathrm{Re}\,\phi_i^*\phi_j\) is symmetric, only the imaginary part of the product survives the sum:

\[ \sum_{ij}(\rho_{ij}-\rho_{ji})\,\phi_i^*\phi_j=-2\sum_{ij}\mathrm{Im}\,\rho_{ij}\;\mathrm{Im}(\phi_i^*\phi_j). \tag{22} \]

As an instance, take \(\phi_1=s\), \(\phi_2=w\,e^{\mathrm i\varphi}\) with real \(s,w\) and azimuth \(\varphi\), and one orbital with \(f=1\), \(c=(1,\mathrm i)\). The density is \(|s+\mathrm iwe^{\mathrm i\varphi}|^2=s^2+w^2-2sw\sin\varphi\), and the transposed matrix gives \(s^2+w^2+2sw\sin\varphi\), the mirror image. For real partial waves the right side of Eq. (22) is zero. The order is then immaterial, and only \(\mathrm{Re}\,\rho=(\rho+\rho^{\mathsf T})/2\) contributes to \(n^1\) and \(\tilde n^1\).

The elements of \(\rho\) are not electron numbers. Rescaling one wave, \(\phi_i\to\lambda\phi_i\) and \(\tilde\phi_i\to\lambda\tilde\phi_i\), requires \(\langle p_i|\to\lambda^{-1}\langle p_i|\) to keep duality, so that \(\rho_{ii}\to\rho_{ii}/|\lambda|^2\) while \(T\) and all densities are unchanged. The trace of \(\rho\) thus depends on a normalisation convention. The charge of \(n^1\) in the sphere is

\[ \int_\Omega n^1\,d^3r=\sum_{ij}\rho_{ij}O_{ij},\qquad O_{ij}=\int_\Omega\phi_i^*\phi_j\,d^3r , \tag{23} \]

which reduces to \(\operatorname{Tr}\rho\) if the partial waves are orthonormal in the sphere, and equals the true charge in the sphere under conditions (a) and (b).

The density formula, Eq. (3), is now proved, with its remainder \(R\) in the closed form of Eq. (16) and the main properties of the occupancy matrix established. What remains is to prove the electron count, Eq. (4), and to test both formulas numerically on the hydrogen atom.
